# Spontaneous-emission phase kicks and the semiconductor laser linewidth factor 1 + α², part 2

Spontaneous emission makes the phase of a single-mode semiconductor laser wander, which gives its light a finite linewidth. The field is $\beta=\sqrt I\,e^{i\varphi}$, multiplying the carrier wave $e^{i\omega_0t}$. Here $\varphi$ is the phase and $I=|\beta|^2$ the photon number, with steady value $I_0\gg1$. Emission events occur independently at mean rate $R$. Each adds a phasor of unit length at a uniformly random angle $\theta$ to the existing field, and so adds one photon on average.

Between events,

$$
\frac{d\ln I}{dt}=G-\gamma,\qquad
\frac{d\varphi}{dt}=\frac{\alpha}{2}(G-\gamma). \tag{16}
$$

Here $G$ is the net gain rate of the medium before resonator loss is subtracted, $\gamma$ is the photon loss rate, and $\alpha$ is the constant factor coupling index to gain. The carrier number $N$ alters both gain and index. The phase is measured relative to the mode frequency at $G=\gamma$.

An event turns the phase directly. It also changes the intensity, and while the intensity relaxes a further lasting phase shift builds up: the delayed kick $\delta\varphi_{\rm del}$.

For independent kicks $\delta\varphi$ with $c=\langle e^{i\delta\varphi}\rangle$, the phase $\Delta\varphi$ accumulated in time $t$ obeys

$$
\langle e^{i\Delta\varphi}\rangle=\sum_{n=0}^{\infty}e^{-Rt}\frac{(Rt)^n}{n!}\,c^n=e^{-Rt(1-c)} . \tag{5}
$$

Coherence decaying as $e^{-\kappa t}$ gives a Lorentzian line of full width at half maximum

$$
\Delta\nu=\frac{\kappa}{\pi}. \tag{8}
$$

Treating the events as isolated led to

$$
\boxed{\Delta\nu=\frac{R}{4\pi I_0}\left(1+\alpha^2\right).} \tag{23}
$$

The model laser has wavelength 1550 nm, output power 5 mW (half of the lost photons), photon lifetime 2 ps, $\gamma=500\ \mathrm{ns^{-1}}$, spontaneous-emission factor 2, $R=1000\ \mathrm{ns^{-1}}$, $I_0=1.56\times10^5$ and $\alpha=5$. Its width is

$$
\Delta\nu=0.5099\ \mathrm{MHz}\times(1+5^2)=13.3\ \mathrm{MHz}. \tag{24}
$$

Many events occur during one relaxation, so an argument is needed that does not require the relaxations to be separate.

### 2.1 A phase that remains constant between events

Define

$$
\psi=\varphi-\frac{\alpha}{2}\ln I. \tag{25}
$$

Between events its derivative is

$$
\frac{d\psi}{dt}=\frac{\alpha}{2}(G-\gamma)-\frac{\alpha}{2}(G-\gamma)=0. \tag{26}
$$

This cancellation holds for any time dependence of $G$ within (16), including a gain driven by fluctuating carriers. In the complex field plane, a line of constant $\psi$ is a logarithmic spiral, $\varphi=\psi+\alpha\ln\sqrt I$. After a disturbance the field moves along this spiral and finally settles at the steady intensity. If the relaxation oscillates, the field runs back and forth along the spiral before it settles. The delayed kick is the net angle between the starting point and the final point.

An emission event moves the field to another spiral. Since $\beta$ is multiplied by $1+e^{i\theta}/\sqrt I$, define

$$
L=\ln\left(1+\frac{e^{i\theta}}{\sqrt I}\right)=X+iY. \tag{27}
$$

The event changes $\ln I$ by $2X$ and $\varphi$ by $Y$. Hence

$$
\delta\psi=Y-\alpha X. \tag{28}
$$

The physical phase accumulated in time $t$ is

$$
\varphi(t)-\varphi(0)=\psi(t)-\psi(0)+\frac{\alpha}{2}\ln\frac{I(t)}{I(0)}. \tag{29}
$$

In stationary operation the last term has a bounded variance, whereas the variance of $\psi(t)-\psi(0)$ grows in proportion to $t$. Their covariance can grow no faster than $\sqrt t$, by the Cauchy–Schwarz inequality. Thus $\varphi$ and $\psi$ have the same long-time diffusion rate, even when thousands of relaxations overlap.

### 2.2 Averages of the full kick

For $I>1$ the logarithm in (27) has the convergent expansion

$$
L=\sum_{k=1}^{\infty}\frac{(-1)^{k+1}}{k}\frac{e^{ik\theta}}{I^{k/2}}. \tag{30}
$$

A uniform average over $\theta$ removes every factor $e^{ik\theta}$ with $k\ge1$. It follows that $\langle L\rangle=0$. The square $L^2$ also contains only positive powers of $e^{i\theta}$, so $\langle L^2\rangle=0$. In $|L|^2$, the terms with equal powers survive:

$$
\langle|L|^2\rangle=\sum_{k=1}^{\infty}\frac{1}{k^2I^k}
=\operatorname{Li}_2\left(\frac1I\right), \tag{31}
$$

where $\operatorname{Li}_2$ is the dilogarithm defined by this sum.

Writing $L^2=X^2-Y^2+2iXY$, the vanishing average gives two results:

$$
\langle X^2\rangle=\langle Y^2\rangle,\qquad \langle XY\rangle=0. \tag{32}
$$

Since $\langle X^2+Y^2\rangle$ is given by (31), each square has average $\tfrac12\operatorname{Li}_2(1/I)$. Equation (28) now yields

$$
\langle\delta\psi^2\rangle
=\langle Y^2\rangle-2\alpha\langle XY\rangle+\alpha^2\langle X^2\rangle
=\frac{1+\alpha^2}{2}\operatorname{Li}_2\left(\frac1I\right). \tag{33}
$$

In the variance of the kick, the factor $1+\alpha^2$ is therefore exact for every $I>1$. The decay rate that sets the linewidth still requires small kicks, as section 2.3 shows. In the variance, the small-kick expansion affects only the other factor: $\operatorname{Li}_2(1/I)=1/I+1/(4I^2)+\cdots$. Replacing it by $1/I$ makes a relative error near $1/(4I)$, or $1.6\times10^{-6}$ for the model laser.

The angle of each new event is independent of the past, and its mean kick is zero for any value of $I$ above 1. Kicks from different events are therefore uncorrelated, even though $I$ carries a memory of earlier events. Adding their variances over time gives

$$
\operatorname{Var}[\psi(t)-\psi(0)]\simeq
\frac{R(1+\alpha^2)}{2}\left\langle\frac1I\right\rangle t. \tag{34}
$$

This relation was tested in a simulation of 12,000 histories of a small model laser. It contains individual emission events, the matching loss of carriers, and independent carrier noise. Time is measured in photon lifetimes, the emission rate is one per photon lifetime, and $\langle1/I\rangle=0.002517$, corresponding to about 400 photons. The measured quantity is the growth rate of the variance of $\varphi$ itself.

| $\alpha$ | simulated rate, rad² | from (34), rad² |
|---|---:|---:|
| 0 | 0.00126 | 0.00126 |
| 1.5 | 0.00410 | 0.00409 |
| 3 | 0.0126 | 0.0126 |

The differences before rounding are at most about 0.5%, relative to the formula. For an approximately Gaussian phase, a single variance estimated from 12,000 histories has a relative sampling error of $\sqrt{2/12000}=1.3\%$. The growth rate comes from the difference of two such variances, and its error is slightly larger, about 1.4%. The three rows use the same event histories, so their deviations are not independent.

### 2.3 From diffusion to the central line

When intensity fluctuations are small, $I$ may be replaced by $I_0$ in the kick distribution. The argument leading to (5) then applies to $\psi$. The leading kick can be written

$$
\delta\psi\simeq\frac{\sqrt{1+\alpha^2}}{\sqrt{I_0}}\sin(\theta-\arctan\alpha). \tag{35}
$$

If $(1+\alpha^2)/I_0\ll1$, expansion of the exponential gives

$$
\kappa=R\left(1-\langle e^{i\delta\psi}\rangle\right)
\simeq\frac R2\langle\delta\psi^2\rangle
=\frac{R(1+\alpha^2)}{4I_0}. \tag{36}
$$

Equation (8) turns this decay rate into the width (23).

The full field also contains the fluctuating intensity. From (25),

$$
\beta=e^{i\psi}I^{(1+i\alpha)/2}. \tag{37}
$$

The factor $e^{i\psi}$ loses coherence slowly and forms the central line. The factor containing $I$ fluctuates about a nonzero mean, and the correlations of these fluctuations decay over the relaxation time. To find that time, let $\mathcal N$ and $\mathcal I$ denote the departures of carrier and photon number from their steady values. The carriers obey

$$
\frac{dN}{dt}=J-\frac N\tau-GI, \tag{38}
$$

where $J$ is the pump rate and $\tau$ the carrier lifetime. With $G=\gamma+g\mathcal N$, where $g$ is the gain change per carrier, linearization gives

$$
\frac{d\mathcal I}{dt}=gI_0\mathcal N,\qquad
\frac{d\mathcal N}{dt}=-\Gamma_N\mathcal N-\gamma\mathcal I,\qquad
\Gamma_N=\frac1\tau+gI_0. \tag{39}
$$

Differentiating the first equation and eliminating $\mathcal N$ gives

$$
\frac{d^2\mathcal I}{dt^2}+\Gamma_N\frac{d\mathcal I}{dt}+\gamma gI_0\mathcal I=0. \tag{40}
$$

For weak damping, the amplitude decays in a time $2/\Gamma_N$, and the oscillation frequency is $\sqrt{\gamma gI_0-\Gamma_N^2/4}/(2\pi)$.

Choose $\tau=1$ ns and $g=10^{-5}\ \mathrm{ns^{-1}}$ per carrier. Then $gI_0=1.56\ \mathrm{ns^{-1}}$ and $\Gamma_N=2.56\ \mathrm{ns^{-1}}$. The oscillation frequency is 4.44 GHz and its amplitude decays in 0.78 ns. The coherence time $1/\kappa$ is 24 ns. This separation allows a narrow central Lorentzian to be distinguished from the broader relaxation structure displaced by several gigahertz. Equation (23) describes the former. The separation, together with small $\alpha^2\operatorname{Var}(\ln I)$, is a condition for assigning the whole central line this simple shape.

Close to threshold, large intensity fluctuations invalidate these approximations. Slow technical noise or $1/f$ frequency noise adds phase motion that is absent from the model and can change both the width and the shape.

### 2.4 The mean gain

The zero mean of $L$ has a consequence for the operating point. In a stationary state the average change of $\ln I$ vanishes. Events contribute $2R\langle X\rangle=0$, so (16) requires

$$
\langle G-\gamma\rangle=0. \tag{41}
$$

This holds within the model as long as $I$ stays above 1. The photon-number balance looks different, because each event adds one photon on average:

$$
\langle(G-\gamma)I\rangle+R=0. \tag{42}
$$

The two equations are compatible if gain and intensity have covariance $-R$: the gain tends to be low when the intensity is high. Neglecting this covariance in (42) would give a mean gain excess of $-R/I_0$ and, through (16), a false shift of the mean phase rate and of the central line. The quantity $-\alpha R/(2I_0)$ does have another meaning: by (16) and (42) it is the intensity-weighted frequency $\langle I\,d\varphi/dt\rangle/\langle I\rangle$, the centroid of the whole spectrum. For the model laser it corresponds to about $-2.5$ MHz, and it appears as unequal relaxation sidebands while the central line stays unshifted. In the simulation the mean gain excess is $-2.8\times10^{-5}$ per photon lifetime, which agrees with zero within the sampling error of about $4\times10^{-5}$. The value $-R\langle1/I\rangle=-2.5\times10^{-3}$ is far outside that error.

### 2.5 Gain compression

The cancellation in (26) fails if some of the gain change is not accompanied by the index change described by $\alpha$. As a model, let the gain also fall directly with photon number:

$$
G=\gamma+g\mathcal N-\Gamma_I\frac{\mathcal I}{I_0},\qquad
\frac{d\varphi}{dt}=\frac{\alpha}{2}g\mathcal N. \tag{43}
$$

The rate $\Gamma_I$ measures gain compression. To first order, the change in $GI$ is $gI_0\mathcal N+(\gamma-\Gamma_I)\mathcal I$. With $a=\gamma-\Gamma_I>0$,

$$
\frac{d\mathcal I}{dt}=gI_0\mathcal N-\Gamma_I\mathcal I,\qquad
\frac{d\mathcal N}{dt}=-\Gamma_N\mathcal N-a\mathcal I. \tag{44}
$$

Let a disturbance start with $\mathcal I(0)=\Delta I$ and $\mathcal N(0)=m$. Denote the time integrals of $\mathcal N$ and $\mathcal I$ by $A_N$ and $A_I$. Both departures finally vanish, so integration of (44) gives

$$
-\Delta I=gI_0A_N-\Gamma_IA_I,\qquad
-m=-\Gamma_NA_N-aA_I. \tag{45}
$$

The second equation gives $A_I=(m-\Gamma_NA_N)/a$. Inserting this in the first and collecting $A_N$,

$$
A_N=\frac{-\Delta I+\Gamma_Im/a}{gI_0(1+q)},\qquad
q=\frac{\Gamma_I\Gamma_N}{gI_0a}. \tag{46}
$$

The delayed phase is $\alpha gA_N/2$, or

$$
\delta\varphi_{\rm del}=\frac{\alpha}{2I_0(1+q)}
\left(-\Delta I+\frac{\Gamma_I}{a}m\right). \tag{47}
$$

Without compression the carrier term vanishes. A carrier fluctuation then disturbs the phase temporarily, but leaves no lasting shift. This agrees with (26), since a jump in carrier number does not change $\psi$.

For $\Gamma_I=5\ \mathrm{ns^{-1}}$, the model laser has $q=0.0166$. An intensity kick with no simultaneous carrier kick therefore acts with an effective coupling $5/1.0166=4.92$. An emission event, however, also removes the carriers that supply the photons. Setting $m=-\Delta I$ in (47) multiplies the intensity contribution by $1+\Gamma_I/a=\gamma/a$. The effective coupling becomes

$$
\alpha_{\rm em}=\frac{\alpha\gamma}{a(1+q)}
=\frac{\alpha\gamma gI_0}{gI_0a+\Gamma_I\Gamma_N}
=\frac{\alpha}{1+\Gamma_I/(\gamma\tau gI_0)}. \tag{48}
$$

The last step uses $a=\gamma-\Gamma_I$ and $\Gamma_N=1/\tau+gI_0$, whose terms $\mp gI_0\Gamma_I$ cancel in the denominator. Numerically,

$$
\alpha_{\rm em}=\frac{5}{1+5/(500\times1\times1.56)}=4.97. \tag{49}
$$

The resulting width is $0.5099(1+4.97^2)=13.1$ MHz, about 1% below (24). Treating the emission as an intensity kick alone would have given $0.5099\times25.19=12.8$ MHz and overstated the reduction. The last digit depends on the noise model, which here exchanges all photon-number noise with the carriers. In shot-noise rate equations for the photon number, a share $\gamma/(2R)=1/4$ of that noise comes from resonator loss and acts with the coupling 4.92, which gives $0.5099\,(1+0.75\times4.97^2+0.25\times4.92^2)=13.0$ MHz.

Independent carrier noise now contributes as well. If its variance grows at the assumed rate $2\gamma I_0$, its contribution to phase diffusion is $4.7\times10^{-5}$ of the uncompressed emission contribution. For these parameters, compression changes the linewidth mainly through the response to emission events. In the numerical output, "effective alpha" and the factor formed from it refer to an intensity kick alone; the emission value 4.97 and the width 13.1 MHz follow from (48) and (49).

## Table of computed values

```
wavelength = 1550 nm
output power = 5.0 mW
photon lifetime = 2.0 ps
output fraction of photon loss = 0.50
spontaneous-emission factor = 2.0
alpha = 5.0
carrier lifetime = 1.0 ns
differential gain = 1.0e-05 1/ns per carrier
photon energy = 1.2816e-19 J
photon loss rate = 500.0 1/ns
photon number = 1.5606e+05
emission rate R = 1000.0 1/ns
g times photon number = 1.5606 1/ns
carrier damping rate = 2.5606 1/ns
relaxation frequency = 4.441 GHz
relaxation amplitude decay time = 0.781 ns
rms direct phase kick = 1.7900 mrad
rms delayed phase kick = 8.9498 mrad
rms total phase kick = 9.1270 mrad
in-phase event: photon jump = 791.1
  delayed phase, rate equations = -12.6409 mrad
  delayed phase, formula = -12.6409 mrad
20% intensity jump: rate equations = -0.455804 rad
  formula = -0.455804 rad
carrier jump, no compression: |phase| = 1.3e-14 rad
coherence decay rate = 0.04165 1/ns
coherence time = 24.01 ns
linewidth without coupling = 0.5099 MHz
factor 1+alpha^2 = 26.0
linewidth with coupling = 13.258 MHz
linewidth from averaged kicks = 13.258 MHz
compression rate = 5.0 1/ns
compression parameter q = 0.01657
effective alpha = 4.9185
factor 1+alpha_eff^2 = 25.191
carrier-noise share with compression = 4.7e-05
simulation: runs = 12000, mean 1/I = 0.002517
simulation rates below are per photon lifetime
alpha 0.0: variance rate = 0.001261, formula 0.001258 rad^2
  coherence decay = 0.000629, formula 0.000629
alpha 1.5: variance rate = 0.004099, formula 0.004089 rad^2
  coherence decay = 0.002051, formula 0.002045
alpha 3.0: variance rate = 0.012646, formula 0.012583 rad^2
  coherence decay = 0.006318, formula 0.006291
simulated mean net gain = -2.8e-05
-R times mean 1/I = -2.5e-03
```
